# Recovering Monotone Ion-Etch Yields from Rates under Broad Energy Spectra

## A two-energy case

Let an ion beam contain equal numbers of ions at two energies, $E_1<E_2$, and let an ion remove on average $Y_1$ or $Y_2$ surface atoms. The measured mean removal per ion is

$$q=\frac{Y_1+Y_2}{2}.$$

One number cannot fix two yields. If the yield is nonnegative and does not decrease with energy, however, $0\le Y_1\le Y_2$ and $Y_1+Y_2=2q$ imply $0\le Y_1\le q\le Y_2\le2q$. The constraints give bounds, not a unique answer.

Now add a beam with one quarter of its ions at $E_1$ and three quarters at $E_2$, so that $q'=(Y_1+3Y_2)/4$. Since $4q'-2q=2Y_2$,

$$Y_2=2q'-q,\qquad Y_1=2q-Y_2=3q-2q'.$$

For independent errors of standard deviation $\sigma$ in $q$ and $q'$, the errors of $Y_1$ and $Y_2$ are $\sqrt{13}\,\sigma$ and $\sqrt5\,\sigma$. Subtracting similar averages amplifies noise. With many energies, the constraints may leave many curves possible or select a jagged one that follows the noise. A smoothness condition is therefore added, and a separate calculation shows what the constraints alone establish.

## Rates and saturation

Let $f_k(E)$ be the normalized ion energy spectrum in run $k$, $\Gamma$ the total ion flux, and $n$ the atom density of the solid. Ions in $dE$ arrive at rate $\Gamma f_k\,dE$ per area and remove $Y(E)$ atoms each. Dividing the removed atoms per area and time by $n$ gives the etch rate

$$R_k=\frac{\Gamma}{n}\int f_k(E)Y(E)\,dE,\qquad
q_k=\frac{nR_k}{\Gamma}=\langle Y\rangle_k .$$

Here $Y$ is the yield of a surface saturated with reactive neutrals. The formula assumes one ion species, near-normal incidence, no ion-free etching, and known flux and spectra.

Saturation can be checked by a site balance. Let $r$ be the neutral-to-ion flux ratio, $s$ the sticking probability on an empty site, $\nu$ the number of reactive atoms removed per substrate atom, and $\theta$ the coverage. If the yield is proportional to $\theta$, supply equals removal when

$$sr(1-\theta)=\nu q\theta
\quad\Longrightarrow\quad
\theta=\frac{1}{1+\nu q/(sr)}.$$

Saturation requires $\nu q\ll sr$. The spectrum-averaged $q$ enters because coverage changes slowly: with roughly $10^{15}$ sites per cm$^2$ and $10^{16}$ ions cm$^{-2}$ s$^{-1}$, removal takes about 0.1 s at unit yield, and refilling takes about 1 ms at $sr=100$. Both are far longer than an rf period.

## Building the response matrix

Choose energy nodes $E_j$, values $y_j=Y(E_j)$, and linear interpolation in $E$ between them. Then $q\approx Ay$, where $A_{kj}$ is the average over spectrum $k$ of the hat function $\varphi_j$ that equals one at $E_j$ and zero at every other node.

Write $(a)_+=\max(a,0)$. A hat has slope $1/(E_j-E_{j-1})$, then $-1/(E_{j+1}-E_j)$, then zero, so

$$\varphi_j=
\frac{(E-E_{j-1})_+-(E-E_j)_+}{E_j-E_{j-1}}
-\frac{(E-E_j)_+-(E-E_{j+1})_+}{E_{j+1}-E_j}.$$

Averaging replaces each ramp by $G_k(t)=\langle(E-t)_+\rangle_k$:

$$A_{kj}=
\frac{G_k(E_{j-1})-G_k(E_j)}{E_j-E_{j-1}}
-\frac{G_k(E_j)-G_k(E_{j+1})}{E_{j+1}-E_j}.$$

The nodes must span all the spectra, so that the hats sum to one there. One auxiliary node beyond each end completes the end hats. For a measured spectrum, $G_k$ is a numerical integral.

The model spectrum used here is $E=c+h\sin\phi$ with uniform phase: a slow sinusoidal sheath voltage followed by the ions. By symmetry, $\phi$ may be taken uniform on $[-\pi/2,\pi/2]$. For $u=(t-c)/h$ between $-1$ and $1$, ions above $t$ have $\phi>\arcsin u$, hence

$$\begin{aligned}
G(t)&=\frac1\pi\int_{\arcsin u}^{\pi/2}(c-t+h\sin\phi)\,d\phi\\
&=\frac{(c-t)\arccos u+h\sqrt{1-u^2}}{\pi}.
\end{aligned}$$

The first term uses $\pi/2-\arcsin u=\arccos u$; the second uses $\cos(\arcsin u)=\sqrt{1-u^2}$. Clipping $u$ to $[-1,1]$ covers the other cases: $G=c-t$ below the spectrum and $G=0$ above it. As $h\to0$, $G\to(c-t)_+$ and the matrix row becomes ordinary interpolation at $c$. Three rows of the example matrix were tested against averages over 20,000 phases; every element agreed within $10^{-6}$.

## The constrained problem

Let $\sigma_k$ be the known standard error of $q_k$, with independent Gaussian errors. Minimize

$$J(y)=\chi^2(y)+\lambda^2\rho(y),$$

$$\chi^2=\sum_k\left(\frac{(Ay-q)_k}{\sigma_k}\right)^2,\qquad
\rho=|Ly|^2,$$

subject to $0\le y_0\le y_1\le\cdots$. Here $(Ly)_j=y_{j+2}-2y_{j+1}+y_j$. The nodes are equally spaced in $\sqrt E$, so the penalty vanishes for $a+b\sqrt{E_j}$. This is a modelling choice: it favours square-root growth and resists the kink at a threshold.

Set $x_0=y_0$ and $x_i=y_i-y_{i-1}$. Then $y=Cx$, with $C$ a lower triangular matrix of ones, and both constraints become $x\ge0$. With $S=\mathrm{diag}(\sigma_k)$,

$$J=|Mx-b|^2,\quad
M=\begin{pmatrix}S^{-1}AC\\ \lambda LC\end{pmatrix},\quad
b=\begin{pmatrix}S^{-1}q\\0\end{pmatrix}.$$

**Uniqueness.** The quadratic is strictly convex for $\lambda>0$ if no nonzero $y$ satisfies both $Ly=0$ and $Ay=0$. The first condition gives $y_j=a+b\sqrt{E_j}$, with $a,b$ now scalars. Hat functions sum to one, so the second gives

$$a+bm_k=0,\qquad m_k=\sum_jA_{kj}\sqrt{E_j}.$$

Two different values of $m_k$ force $b=0$, then $a=0$. With one spectrum, $a=-bm_1$ leaves a flat direction. For 67 nodes, the computed ranks of the stacked response and penalty matrices were 66 with one spectrum and 67 with two. Full rank makes the regularized answer unique; it does not make it accurate.

**Optimality.** Let $g=M^T(Mx-b)$, half the gradient. Any $x_i$ may increase, so a minimum needs $g_i\ge0$. A positive $x_i$ may also decrease, so then $g_i=0$. Thus

$$x_i\ge0,\qquad g_i\ge0,\qquad x_ig_i=0.$$

These conditions are also sufficient. For any $x'\ge0$,

$$J(x')-J(x)=2g\cdot(x'-x)+|M(x'-x)|^2\ge0,$$

because $g\cdot x=0$ and $g\cdot x'\ge0$.

## Algorithm

The free set $F$ contains the increments allowed to be positive.

```
NNLS(M,b):
  H = M^T M; v = M^T b; x = 0; F = empty
  repeat
    d = v - H x
    j = index outside F with largest d[j]
    if no j, or d[j] <= tolerance: return x
    add j to F
    repeat
      s = 0; solve H[F,F] s[F] = v[F]
      if all s[F] > 0: x = s; leave inner loop
      a = min x[i]/(x[i]-s[i]) over i in F, s[i]<=0
      x = x + a(s-x)
      remove zero entries of x from F

RECOVER(q,sigma):
  build A, L, C
  floor = misfit at smallest lambda
  T = max(number of data, floor+1)
  bisect log(lambda) for misfit T
  return C x and lambda
```

The factor $a$ is the longest step toward $s$ that keeps $x$ nonnegative, found from $x_i+a(s_i-x_i)=0$.

In exact arithmetic the method terminates. When $j$ enters, $x$ minimizes $J$ on the old free set, so on the enlarged set only component $j$ of the gradient is nonzero. Convexity gives $J(s)\ge J(x)-2d_js_j$. Since $d_j>0$, $J(s)<J(x)$, and therefore $s_j>0$: the new variable moves inward. Any blocking variable was positive, so the step is nonzero and lowers $J$. Each further inner pass removes a variable and cannot raise $J$. Every completed outer pass thus ends at the minimizer of a free set with a lower $J$ than before; no set can repeat, and there are finitely many sets.

The example used a gradient tolerance of $10^{-10}\max_i|v_i|$. Its result was tested in the original variable $y$: raising all yields from node $i$ upward by $10^{-5}$, or lowering them by the smaller of $10^{-5}$ and the available increment, never reduced $J$ by more than $10^{-9}$, for any $i$.

## Choosing the smoothing strength

Let $y_1,y_2$ minimize the problem at $\lambda_1<\lambda_2$, with misfits $\chi_1^2,\chi_2^2$ and roughnesses $\rho_1,\rho_2$. Each is best at its own strength:

$$\chi_1^2+\lambda_1^2\rho_1\le\chi_2^2+\lambda_1^2\rho_2,$$
$$\chi_2^2+\lambda_2^2\rho_2\le\chi_1^2+\lambda_2^2\rho_1.$$

Adding and cancelling the misfits leaves $(\lambda_2^2-\lambda_1^2)(\rho_2-\rho_1)\le0$, so $\rho_2\le\rho_1$. The first inequality then gives $\chi_1^2-\chi_2^2\le\lambda_1^2(\rho_2-\rho_1)\le0$. Misfit therefore cannot fall as smoothing increases, which justifies bisection.

The true curve has expected misfit $K$, the number of data, apart from discretization. This motivates the target $K$. If the misfit floor is already close to or above $K$, the target floor $+1$ keeps a solution available, but such a floor should also prompt a check of the errors and spectra. The search range was $0.1\le\lambda\le3000$. It belongs to this grid: the selected $\lambda$ scales as the node spacing to the power $-3/2$. In the example it is 543, 1536 and 4340 for spacings 0.25, 0.125 and 0.0625 in $\sqrt E$, while the tabulated fit values stay the same to three decimals. If the misfit at the upper end is still below target, the target is not bracketed and this must be reported.

As $\lambda\to\infty$, the fit approaches the best admissible $a+b\sqrt E$, which cannot represent a zero-yield interval followed by growth. As $\lambda\to0$, only the constraints resist fitting noise. In the example the floor was 0.204 for 14 data, so monotonicity and nonnegativity alone filtered little noise. At $\lambda=1,10,100,1000$ the misfit was 0.29, 0.96, 6.18 and 24.4, while roughness fell from $8.6\times10^{-2}$ to $5.5\times10^{-5}$.

## What the constraints guarantee

At fixed $\lambda$, let $B$ be the stacked matrix acting on $y$, so $M=BC$. Let $y_u$ be the unconstrained minimizer and $y_c$ the constrained one. The normal equations $B^T(By_u-b)=0$ remove the cross term in

$$J(y)=J(y_u)+|B(y-y_u)|^2.$$

Thus $y_c$ is the admissible curve nearest to $y_u$ in this metric. For any admissible $z$, optimality along the segment from $y_c$ to $z$ gives

$$[B(y_c-y_u)]\cdot[B(z-y_c)]\ge0.$$

Expanding $z-y_u=(z-y_c)+(y_c-y_u)$ then yields

$$|B(z-y_u)|^2\ge|B(z-y_c)|^2+|B(y_c-y_u)|^2.$$

Taking $z$ as the true nodal curve shows that the constraints cannot increase its distance from the estimate in this metric. This comparison of the two distances held in all 60 synthetic data sets tested, with the same $\lambda$ in each pair of fits. It does not promise a smaller error at each energy.

A band that does not use the smoothness penalty follows from linear programming. At a chosen energy, minimize and then maximize the interpolated yield subject to

$$x\ge0,\qquad |(ACx-q)_k|\le z\sigma_k\quad\text{for every }k.$$

For independent errors, joint probability 0.99 requires $P(|Z|\le z)^K=0.99$ for a standard normal $Z$. With $K=14$, $z=3.383$. An allowance of 0.1 for discretization makes it 3.483; the actual discretization error for the example curve was at most 0.011 standard errors. Whenever all noise terms lie inside their limits, the true nodal curve is feasible, so its interpolated values lie inside the bands at all energies together. With real data the true curve is unknown, and the allowance must come from an assumption about how far it can depart from linear interpolation between nodes. A curvature bound alone does not cover a threshold kink.

## Worked example: silicon in chlorine

The flux is $10^{16}$ cm$^{-2}$ s$^{-1}$ and the silicon density $4.994\times10^{22}$ cm$^{-3}$. One atom per ion therefore corresponds to

$$\frac{10^{16}}{4.994\times10^{22}}\ \mathrm{cm/s}
=2.002\ \mathrm{nm/s}=120.1\ \mathrm{nm/min}.$$

Fourteen spectra have mean energies from 15 to 200 eV, equally spaced in logarithm, and $h=0.7c$. The test yield is $0.12(\sqrt E-\sqrt{18})$ above 18 eV, with $E$ in eV, and zero below. Rates were averaged from this continuous function, not from $A$. Their standard errors combine 3% of the true rate and 0.5 nm/min in quadrature. Bisection gave $\lambda=543$ and misfit 14.0.

Yields below are in atoms per ion. Bias is the mean error over 40 noisy data sets; scatter is their standard deviation. Fit and band refer to one data set.

| $E$ (eV) | True | Fit | Bias | Scatter | Band |
|---:|---:|---:|---:|---:|:---:|
| 15 | 0.000 | 0.020 | 0.019 | 0.008 | 0.00–0.08 |
| 20 | 0.028 | 0.048 | 0.020 | 0.008 | 0.00–0.10 |
| 30 | 0.148 | 0.131 | −0.011 | 0.006 | 0.03–0.22 |
| 100 | 0.691 | 0.677 | 0.002 | 0.016 | 0.42–1.00 |
| 200 | 1.188 | 1.196 | 0.002 | 0.029 | 0.78–1.77 |
| 300 | 1.569 | 1.621 | 0.014 | 0.064 | 1.15–2.32 |

Near threshold, bias exceeds scatter: on average the fit is too high at 15 and 20 eV and too low at 30 eV. Averaging separate fits to repeated runs would not remove this bias. Pooling the runs into one fit at the same $\lambda$ would reduce it, because smaller $\sigma_k$ give the data more weight: with 100 repeats, the noise-free error at 15 eV falls from 0.020 to 0.006. The fitted curve is not a threshold measurement. On this node grid and under its assumptions, the band gives a positive yield at 30 eV, but not at 20 eV. The limits depend on the grid: with one quarter of the node spacing in $\sqrt E$ they move by up to 0.05, and on further refinement by up to about 0.065. The lower limit at 30 eV falls from 0.032 to 0.016 and settles near 0.013, so the evidence for a positive yield there is weak. On the original grid, the band covered the truth at 20, 50 and 150 eV together in all 40 trials.

A shortcut is to assign $q_k$ to the mean energy $c_k$. At a threshold with local slope $B_0$, its error is $B_0G(c)=B_0h/\pi$. Here $B_0=0.12/(2\sqrt{18})=0.0141$ eV$^{-1}$; with $h=12.8$ eV the estimate is 0.058 atoms per ion. The spectrum at $c=18.3$ eV, just above threshold, has true mean yield $6.39/120.14=0.053$ and $Y(c)=0.004$, so the actual error is 0.049. It is lower than the estimate mainly because the square-root curve lies below its tangent. Far above threshold, Taylor expansion and $\langle\sin^2\phi\rangle=1/2$ give

$$\langle Y\rangle-Y(c)\approx\frac{h^2}{4}Y''(c).$$

At 200 eV, $Y''=-0.03\,c^{-3/2}$ gives $-0.052$, compared with $135.55/120.14-1.188=-0.060$ for the full average.

Between 15 and 30 eV, the root-mean-square error over the 40 data sets was 0.018 for the inversion and 0.031 for the shortcut. The inversion is not better at every point: at 30 eV in the tabulated data set the shortcut gave 0.156, closer to the true 0.148. A second test curve, $1.2[1-e^{-(E-30)/80}]$ above 30 eV and zero below, departs from the square-root law. Over 20 data sets, the errors between 25 and 50 eV were 0.019 and 0.052.

## Model error and the real process

The parameters are illustrative choices for silicon etching in a dense chlorine plasma with low-frequency bias; the test yield is not a fit to measurements. The flux corresponds to 1.6 mA/cm$^2$ of singly charged ions. Ion transit times through the sheath are about 0.1 µs here, so the model spectrum needs a bias well below 1 MHz. Equal relative widths and a fixed flux at every bias are idealizations that no single plasma provides. In a simple electropositive estimate for a surface drawing no net current, an electron temperature of 3 eV already gives ions about 15 eV without bias, and $h/c$ rises from about 0.67 at $c=30$ eV to 0.97 at 200 eV. The lowest-energy spectra of the example, which probe the threshold, may therefore be out of reach. In use, each run needs its own flux and spectrum. Real chlorine plasmas contain both atomic and molecular ions, which breaks the single-species assumption.

To size the omissions, noise-free rates were altered and inverted with $\lambda$ and $\sigma_k$ held fixed. Shifts are percentages of the true yield.

| Assumed change | 30 eV | 100 eV | 200 eV |
|:---|---:|---:|---:|
| True energies 3 eV higher | +19 | +3.0 | +1.0 |
| 20% molecular ions | −16 | −1.0 | +3.3 |
| Sheath collisions | −4.1 | −3.3 | −2.8 |
| Rates 5% high (flux error) | +4.5 | +5.0 | +5.0 |
| Incomplete chlorination | −0.2 | −1.6 | −3.0 |
| Ion-free etching | +2.1 | +0.2 | +0.2 |

Energy calibration is the largest effect at 30 eV, followed by ion composition. A molecular ion was treated as two atoms of half the energy, with yield $2Y(E/2)$; this vanishes below 36 eV, twice the threshold, and stays below $Y(E)$ up to about 105 eV, which explains the loss at low energy and the gain at 200 eV.

For collisions, a gas at 5 mTorr and 400 K, a cross-section of $5\times10^{-15}$ cm$^2$ and a 1 mm sheath give a collided fraction of about 0.06, taken as the sheath thickness divided by the mean free path. Those ions were given energies uniform between zero and their original value, and fast neutrals made by charge exchange were left out. If every collision is charge exchange and these neutrals etch like ions of the same energy, the shifts become −2.8, −0.5 and +0.4%, so this row depends strongly on the collision model. One thickness was used for every run, although at this ion flux Child's law gives about 0.2 mm at 15 V and 1.3 mm at 200 V; the collided fraction is therefore too high for the low-energy runs. Chlorination used $r=200$, $s=0.5$ and $\nu=3$, for which the lowest coverage was 0.967. This $r$ may be optimistic: fully dissociated chlorine at 5 mTorr and 400 K supplies only about 150 atoms per ion at this ion flux, which lowers the minimum coverage to 0.956 and makes the chlorination shifts about a third larger. Undissociated Cl$_2$ would bring about 100 molecules, or 210 atoms, per ion, but with its own sticking probability. Ion-free etching used $10^{-5}$ silicon atoms per incident neutral, or 0.002 per ion. These inputs are assumptions. A transverse energy of 0.1 eV tilts a 30 eV ion by 3.3°, so angular spread is small in this estimate.

The flux row has a simple reading. At fixed $\lambda$ and $\sigma_k$, multiplying $q$ by 1.05 multiplies the minimizer by 1.05. The shift at 30 eV is 4.5% of the true yield because the noise-free fit there is about 9% low.

## Cost, stability and failure modes

For $N$ nodes and $K$ data, forming $H$ costs $O((K+N)N^2)$ and each dense solve at most $O(N^3)$. With $P$ solves per inversion, the leading bound is $O(PN^3)$, repeated for the floor, 16 bisections and the final fit. The band needs two linear programs per energy.

The normal matrix squares the condition number of $M$. For finer grids or a smaller $\lambda$, solve the free-set problems by QR factorization instead. A gradient tolerance below rounding error can make a variable enter and leave repeatedly, so the iteration count must be capped and a failure reported.

- **Similar spectra:** full rank can coexist with poor resolution. Inspect the band, not just the fit.
- **Wrong errors:** understated $\sigma_k$ invites fitting noise and makes the band too narrow. For correlated errors with covariance $V$, replace $S^{-1}$ in the fit by $W$ with $W^TW=V^{-1}$; the band then needs a matching joint region.
- **Wrong spectra:** a shared energy offset can be absorbed into $Y$, so a good misfit does not validate the calibration.
- **Nonmonotone yield:** the true curve is then inadmissible, and the projection and band guarantees lapse.
- **Energies outside the spectra:** the data constrain them only through monotonicity and smoothing; values there are extrapolation.
- **Negative measured rates:** near threshold, noise can produce them. Keep them, since clipping at zero biases the mean upward.

The numerical output lists the individual rates and the remaining yield values.

## Table of computed values

```
Si density 4.9940e+22 cm^-3; flux 1.0e+16 cm^-2 s^-1
rate for unit yield 120.14 nm/min
spectra 14; nodes 67; range 4.00-342.25 eV
test slope 0.12 eV^-1/2; threshold 18.0 eV
rank with one spectrum 66; with two 67
c(eV) h(eV) true, measured, fitted, sigma rates (nm/min)
  15.0   10.5    3.13    3.29    3.93    0.51
  18.3   12.8    6.39    6.37    6.53    0.54
  22.3   15.6   10.58    9.28   10.22    0.59
  27.3   19.1   15.70   16.03   15.14    0.69
  33.3   23.3   21.79   21.97   21.25    0.82
  40.6   28.4   28.94   29.39   28.47    1.00
  49.6   34.7   37.27   37.20   36.76    1.22
  60.5   42.4   47.03   46.25   46.16    1.50
  73.9   51.7   58.37   56.56   56.87    1.82
  90.1   63.1   70.89   65.62   69.18    2.18
 110.0   77.0   84.73   84.35   83.36    2.59
 134.3   94.0  100.01   98.10   99.53    3.04
 163.9  114.7  116.89  123.61  117.66    3.54
 200.0  140.0  135.55  134.93  137.72    4.10
lambda 542.922; misfit 13.999; floor 0.204; target 14.000
misfit at lambda 1,10,100,1000: 0.291 0.959 6.180 24.371
roughness at same lambdas: 8.611e-02 9.280e-03 2.128e-04 5.462e-05
largest discretization error 0.0107 sigma
joint 99% noise limit 3.383; band limit 3.483 sigma
E(eV): true fit bias scatter band_low band_high shortcut (atoms/ion)
 15:  0.0000  0.0198  0.0185  0.0076  0.0000  0.0757  0.0274
 20:  0.0275  0.0480  0.0196  0.0084  0.0000  0.1008  0.0631
 30:  0.1482  0.1311 -0.0114  0.0062  0.0324  0.2239  0.1558
 50:  0.3394  0.3250 -0.0127  0.0120  0.1775  0.5107  0.3125
100:  0.6909  0.6771  0.0015  0.0163  0.4225  1.0022  0.6235
150:  0.9606  0.9476  0.0033  0.0199  0.5487  1.4559  0.9294
200:  1.1879  1.1960  0.0023  0.0289  0.7782  1.7661  1.1231
300:  1.5693  1.6208  0.0136  0.0636  1.1456  2.3150     nan
band covers all three test energies in 40/40 trials
root law, 15-30 eV RMS: fit 0.0183, shortcut 0.0309 atoms/ion
saturating law, 25-50 eV RMS: fit 0.0186, shortcut 0.0523
neutral/ion ratio 200; sticking 0.5; Cl/Si 3
minimum coverage 0.9673; collided fraction 0.0604
recovered-yield shifts at 30,100,200 eV (% of true yield)
incomplete chlorination: -0.21 -1.59 -3.01
20% molecular ions: -15.62 -0.96 3.28
sheath collisions: -4.13 -3.29 -2.82
+3 eV true-energy offset: 19.16 2.97 0.98
+5% flux error: 4.53 5.04 5.03
spontaneous etching: 2.06 0.20 0.17
incidence angle for 0.1 eV transverse, 30 eV normal: 3.30 deg
```
